# Grand-canonical lattice Monte Carlo for oxygen adsorption, checked by exact enumeration: verification in Python

```python
"""Grand-canonical lattice Monte Carlo for dissociatively adsorbed oxygen.

Result under test: flips and neighbour exchanges accepted with
min(1, exp(-change of Omega / kT)) reproduce the exact isotherm of a periodic
L x L square surface, where
    Omega = (f - mu) N + V1 n1 + V2 n2.
N: number of O atoms; n1, n2: occupied nearest and diagonal pairs;
f: free energy of one isolated adsorbed atom; mu: half the O2 chemical potential.
Energies in eV relative to half an O2 molecule in its ground state; p in Torr.
Exact references: enumeration of all states, and transfer matrices.
Parameters are rough values in the regime of O on Pd(100).
"""
import numpy as np
from math import comb
from scipy import constants as sc
from scipy.optimize import brentq

T = 700.0
KT = sc.k * T / sc.e
BINDING, V1, V2 = -1.2, 0.3, 0.1
SITE_QUANTA = np.array([0.05, 0.05, 0.05])
F_VIB = KT * np.log(1 - np.exp(-SITE_QUANTA / KT)).sum()
F_SITE = BINDING + F_VIB
SPACING = 0.28e-9
ATOM_MASS = 15.995 * sc.atomic_mass
MASS = 2 * ATOM_MASS
BOND = 0.121e-9
ROT_B = sc.hbar**2 / (2 * (ATOM_MASS / 2) * BOND**2) / sc.e
GAS_QUANTUM = 0.196
WEIGHTS = np.array([V1] * 4 + [V2] * 4)


# ---------------------------------------------------------------- gas
def mu_oxygen(p_torr):
    wavelength = sc.h / np.sqrt(2 * np.pi * MASS * sc.k * T)
    return 0.5 * KT * (np.log(p_torr * sc.torr * wavelength**3 / (sc.k * T))
                       - np.log(KT / (2 * ROT_B))
                       + np.log(1 - np.exp(-GAS_QUANTUM / KT)) - np.log(3))


def pressure_at(mu):
    return np.exp(2 * (mu - mu_oxygen(1.0)) / KT)


def mu_from_levels(p_torr):
    box = 100e-9
    n = np.arange(1, 80001)
    q_line = np.exp(-sc.h**2 * n**2 / (8 * MASS * box**2 * sc.k * T)).sum()
    J = np.arange(1, 400, 2)
    q_rot = ((2 * J + 1) * np.exp(-ROT_B * J * (J + 1) / KT)).sum()
    q_vib = np.exp(-GAS_QUANTUM * np.arange(200) / KT).sum()
    volume_per_molecule = sc.k * T / (p_torr * sc.torr)
    return -0.5 * KT * np.log((q_line / box)**3 * volume_per_molecule
                              * q_rot * q_vib * 3)


gas_error = abs(mu_oxygen(1e-3) - mu_from_levels(1e-3))
assert gas_error < 1e-4  # classical rotation and finite box


# ---------------------------------------------------------------- exact enumeration
def all_states(L):
    M = L * L
    bits = ((np.arange(2**M)[None, :] >> np.arange(M)[:, None]) & 1)
    grid = bits.reshape(L, L, -1)

    def pairs(dx, dy):
        return (grid * np.roll(grid, (dx, dy), axis=(0, 1))).sum(axis=(0, 1))

    table = np.array([bits.sum(axis=0), pairs(1, 0) + pairs(0, 1),
                      pairs(1, 1) + pairs(1, -1), pairs(2, 0) + pairs(0, 2)])
    return bits.astype(float), table


_, table4 = all_states(4)
classes4, count4 = np.unique(table4, axis=1, return_counts=True)
n_classes = np.unique(table4[:3], axis=1).shape[1]


def enumerated(mu, v1=V1, v2=V2, v3=0.0):
    """Coverage, Var(N)/M, and pair occupations per bond on the 4 x 4 torus."""
    N, n1, n2, n3 = classes4
    omega = (F_SITE - mu) * N + v1 * n1 + v2 * n2 + v3 * n3
    w = count4 * np.exp(-(omega - omega.min()) / KT)
    w = w / w.sum()
    mean = w @ N
    return mean / 16, (w @ (N - mean)**2) / 16, (w @ n1) / 32, (w @ n2) / 32


# ---------------------------------------------------------------- transfer matrix
class Torus:
    def __init__(self, L):
        self.L = L
        s = ((np.arange(2**L)[:, None] >> np.arange(L)) & 1).astype(float)
        self.n = s.sum(axis=1)
        self.row = V1 * (s * np.roll(s, 1, axis=1)).sum(axis=1)
        diagonal = np.roll(s, 1, axis=1) + np.roll(s, -1, axis=1)
        self.between = V1 * s @ s.T + V2 * s @ diagonal.T

    def coverage(self, mu):
        h = (F_SITE - mu) * self.n + self.row
        energy = 0.5 * (h[:, None] + h[None, :]) + self.between
        t = np.exp(-(energy - energy.min()) / KT)
        half = np.linalg.matrix_power(t, self.L // 2)
        closed = (half * half.T).sum(axis=1)
        return (self.n @ closed) / closed.sum() / self.L


# ---------------------------------------------------------------- Monte Carlo
def neighbour_table(L):
    steps = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, 1), (1, -1), (-1, 1), (-1, -1)]
    return np.array([[((x + a) % L) * L + (y + b) % L for a, b in steps]
                     for x in range(L) for y in range(L)])


def flip_cost(occ, i, nb, mu):
    return (1 - 2 * occ[i]) * (F_SITE - mu + WEIGHTS @ occ[nb[i]])


def exchange_cost(occ, i, j, nb):
    d = occ[j] - occ[i]
    return d * (WEIGHTS @ occ[nb[i]] - WEIGHTS @ occ[nb[j]] - V1 * d)


def acceptance(cost):
    return np.exp(-np.maximum(cost, 0) / KT)


def simulate(L, mu, replicas, burn, sweeps, seed, exchange=True, mixed_start=True):
    """Replica averages of N and N^2; rows are pressures, columns replicas."""
    rng = np.random.default_rng(seed)
    nb, M = neighbour_table(L), L * L
    mu_each = np.repeat(mu, replicas)
    width = len(mu_each)
    occ = np.zeros((M, width))
    if mixed_start:  # every second replica starts as a checkerboard
        checker = np.add.outer(np.arange(L), np.arange(L)).ravel() % 2
        occ[:, 1::2] = checker[:, None]
    first, second = np.zeros(width), np.zeros(width)
    for sweep in range(burn + sweeps):
        flip_sites = rng.integers(M, size=M)
        swap_sites = rng.integers(M, size=M)
        directions = rng.integers(4, size=M)
        u = rng.random((2, M, width))
        for k in range(M):
            i = flip_sites[k]
            hit = u[0, k] < acceptance(flip_cost(occ, i, nb, mu_each))
            occ[i] = np.abs(occ[i] - hit)
            if exchange:
                i = swap_sites[k]
                j = nb[i, directions[k]]
                hit = u[1, k] < acceptance(exchange_cost(occ, i, j, nb))
                moved = (occ[j] - occ[i]) * hit
                occ[i] += moved
                occ[j] -= moved
        if sweep >= burn:
            n = occ.sum(axis=0)
            first += n
            second += n * n
    shape = (len(mu), replicas)
    return first.reshape(shape) / sweeps, second.reshape(shape) / sweeps


def mean_and_error(x):
    return x.mean(axis=1), x.std(axis=1, ddof=1) / np.sqrt(x.shape[1])


# ---------------------------------------------------------------- stationarity on 3 x 3
states3, table3 = all_states(3)
nb3 = neighbour_table(3)
code = np.arange(512)
mu_test = mu_oxygen(1e-3)
N3 = table3[0]
omega3 = (F_SITE - mu_test) * N3 + V1 * table3[1] + V2 * table3[2]
pi3 = np.exp(-(omega3 - omega3.min()) / KT)
pi3 /= pi3.sum()
P_flip, P_swap = np.zeros((512, 512)), np.zeros((512, 512))
for i in range(9):
    P_flip[code, code ^ (1 << i)] += acceptance(
        flip_cost(states3, i, nb3, mu_test)) / 9
    for j in nb3[i, :4]:
        differ = states3[i] != states3[j]
        P_swap[code, code ^ ((1 << i) | (1 << int(j)))] += differ * acceptance(
            exchange_cost(states3, i, j, nb3)) / 36
balance_error = 0.0
for P in (P_flip, P_swap):
    P[code, code] += 1 - P.sum(axis=1)
    assert P.min() > -1e-14
    balance_error = max(balance_error, np.abs(pi3 @ P - pi3).max())
assert balance_error < 1e-13


def insert_delete_law(with_factor):
    """Stationary law when insertion or deletion is chosen before the site."""
    P = np.zeros((512, 512))
    for i in range(9):
        empty = states3[i] == 0
        choose = np.where(empty, 0.5 / np.maximum(9 - N3, 1),
                          0.5 / np.maximum(N3, 1))
        ratio = np.exp(-flip_cost(states3, i, nb3, mu_test) / KT)
        if with_factor:
            ratio = ratio * np.where(empty, (9 - N3) / (N3 + 1), N3 / (10 - N3))
        P[code, code ^ (1 << i)] += choose * np.minimum(1, ratio)
    P[code, code] += 1 - P.sum(axis=1)
    for _ in range(35):
        P = P @ P
        P /= P.sum(axis=1, keepdims=True)
    return P[0]


law_right, law_wrong = insert_delete_law(True), insert_delete_law(False)
predicted_wrong = pi3 / np.array([comb(9, int(n)) for n in N3])
predicted_wrong /= predicted_wrong.sum()
assert np.abs(law_right - pi3).max() < 1e-9
assert np.abs(law_wrong - predicted_wrong).max() < 1e-9
cov3_right, cov3_wrong = pi3 @ N3 / 9, law_wrong @ N3 / 9
assert abs(cov3_right - cov3_wrong) > 1e-3

# ---------------------------------------------------------------- exact isotherms
pressures = np.array([1e-9, 1e-7, 1e-5, 1e-3, 1e-1, 10.0, 100.0])
mus = mu_oxygen(pressures)
torus4, torus8, torus10 = Torus(4), Torus(8), Torus(10)
enum4 = np.array([enumerated(m) for m in mus])
exact4, var4 = enum4[:, 0], enum4[:, 1]
exact8 = np.array([torus8.coverage(m) for m in mus])
exact10 = np.array([torus10.coverage(m) for m in mus])
transfer_error = max(abs(torus4.coverage(m) - c) for m, c in zip(mus, exact4))
assert transfer_error < 1e-11

for p, m, v in zip(pressures, mus, var4):
    step = 1e-3
    slope = (enumerated(mu_oxygen(p * np.exp(step)))[0]
             - enumerated(mu_oxygen(p * np.exp(-step)))[0]) / (2 * step)
    assert abs(slope - v / 2) < 1e-6
    langmuir = 1 / (1 + np.exp((F_SITE - m) / KT))
    assert abs(enumerated(m, 0.0, 0.0)[0] - langmuir) < 1e-12
mu_half = F_SITE + 2 * V1 + 2 * V2
for x in (0.1, 0.35, 0.7):
    assert abs(enumerated(mu_half + x)[0] + enumerated(mu_half - x)[0] - 1) < 1e-11
low_order = np.log(enumerated(mu_oxygen(1e-13))[0]
                   / enumerated(mu_oxygen(1e-14))[0]) / np.log(10)
assert abs(low_order - 0.5) < 2e-3

mean_field = np.array([brentq(
    lambda c: F_SITE + 4 * (V1 + V2) * c + KT * np.log(c / (1 - c)) - m,
    1e-12, 1 - 1e-12) for m in mus])

# ---------------------------------------------------------------- simulated isotherms
REPLICAS = 120
runs = {4: (200, 600), 8: (300, 400)}
results, worst_z, worst_start = {}, 0.0, 0.0
for L, exact in ((4, exact4), (8, exact8)):
    burn, sweeps = runs[L]
    n1, n2 = simulate(L, mus, REPLICAS, burn, sweeps, seed=100 + L)
    cover, error = mean_and_error(n1 / L**2)
    worst_z = max(worst_z, np.max(np.abs(cover - exact) / error))
    a, ea = mean_and_error(n1[:, 0::2] / L**2)
    b, eb = mean_and_error(n1[:, 1::2] / L**2)
    worst_start = max(worst_start, np.max(np.abs(a - b) / np.hypot(ea, eb)))
    variance = n2.mean(axis=1) - n1.mean(axis=1)**2
    inefficiency = (error * L**2)**2 * REPLICAS * sweeps / variance
    results[L] = (cover, error, inefficiency)
    if L == 4:
        centre = 16 * exact4[:, None]
        spread, spread_error = mean_and_error(
            (n2 - 2 * centre * n1 + centre**2) / 16)
        z_var = np.max(np.abs(spread - var4) / spread_error)
# 4.5 standard errors: many points are compared at once
assert worst_z < 4.5 and worst_start < 4.5 and z_var < 4.5

early = {}
for exchange in (True, False):
    n1, _ = simulate(8, mus[-1:], 200, 20, 20, seed=7,
                     exchange=exchange, mixed_start=False)
    early[exchange] = mean_and_error(n1 / 64)

# ---------------------------------------------------------------- sizes of effects
p_quarter = 10**brentq(lambda q: torus8.coverage(mu_oxygen(10**q)) - 0.25, -9, 2)
assert abs(torus8.coverage(mu_oxygen(p_quarter)) - 0.25) < 1e-8
oxide = [(m, pressure_at(m), torus8.coverage(m)) for m in (-1.3, -1.2, -1.1)]
third = np.array([enumerated(m, v3=0.02)[0] for m in mus]) - exact4
k3 = int(np.argmax(np.abs(third)))
flux = pressures[0] * sc.torr / np.sqrt(2 * np.pi * MASS * sc.k * T)
fill_time = exact8[0] / (2 * flux * SPACING**2)

# ---------------------------------------------------------------- output
print(f"temperature {T:.0f} K, kT {KT:.5f} eV")
print(f"binding {BINDING} eV, V1 {V1} eV, V2 {V2} eV")
print(f"site vibration quanta {SITE_QUANTA[0]*1e3:.0f} meV (three)")
print(f"thermal vibrational free energy {F_VIB:.4f} eV")
print(f"site free energy f {F_SITE:.4f} eV")
print(f"O2 bond {BOND*1e9:.3f} nm, quantum {GAS_QUANTUM} eV")
print(f"O2 rotational constant {ROT_B*1e3:.4f} meV")
print(f"gas formula minus level sums {gas_error:.1e} eV")
print(f"mu at 1 Torr {mu_oxygen(1.0):.4f} eV")
print(f"mu at half coverage {mu_half:.4f} eV")
print(f"4x4 states {count4.sum()}, (N,n1,n2) classes {n_classes}")
print(f"3x3 stationarity error {balance_error:.1e}")
print(f"3x3 coverage at 1e-3 Torr: correct {cov3_right:.4f}")
print(f"3x3 coverage, factor omitted: {cov3_wrong:.4f}")
print(f"transfer minus enumeration, 4x4: {transfer_error:.1e}")
print(f"low-pressure order in p {low_order:.4f}")
print("p/Torr   mu/eV    exact4x4  MC4x4   std.error")
for p, m, x, c, e in zip(pressures, mus, exact4, *results[4][:2]):
    print(f"{p:7.0e} {m:8.4f} {x:9.5f} {c:9.5f} {e:8.5f}")
print("p/Torr  exact8x8  MC8x8  std.error exact10x10 meanfield")
for p, x, c, e, y, q in zip(pressures, exact8, *results[8][:2],
                            exact10, mean_field):
    print(f"{p:7.0e} {x:8.5f} {c:8.5f} {e:8.5f} {y:8.5f} {q:8.5f}")
print(f"replicas per pressure {REPLICAS}")
print(f"burn-in, measured sweeps: 4x4 {runs[4]}, 8x8 {runs[8]}")
print(f"largest coverage deviation {worst_z:.2f} std. errors")
print(f"largest start dependence {worst_start:.2f} std. errors")
print(f"largest variance deviation {z_var:.2f} std. errors")
print(f"8x8 inefficiency {results[8][2].min():.1f} to "
      f"{results[8][2].max():.1f} sweeps")
print("8x8, 100 Torr, empty start, mean of sweeps 21-40:")
print(f"  with exchange {early[True][0][0]:.4f} +- {early[True][1][0]:.4f}")
print(f"  flips only    {early[False][0][0]:.4f} +- {early[False][1][0]:.4f}")
print(f"4x4, 1e-3 Torr: Var(N)/M {var4[3]:.4f}")
print(f"  d(coverage)/d(ln p) {var4[3]/2:.4f}")
print(f"  nearest pair / coverage^2 {enum4[3,2]/exact4[3]**2:.4f}")
print(f"  diagonal pair / coverage^2 {enum4[3,3]/exact4[3]**2:.4f}")
print(f"8x8 quarter coverage at {p_quarter:.3e} Torr")
for m, p, c in oxide:
    print(f"rough oxide limit {m:.1f} eV: {p:.2e} Torr, cov. {c:.3f}")
print(f"0.1 eV binding error: pressure factor {np.exp(0.2/KT):.1f}")
print(f"third neighbour 0.02 eV: max shift {third[k3]:.4f}"
      f" at {pressures[k3]:.0e} Torr")
print(f"bridge/hollow ratio, 0.3 eV higher: {2*np.exp(-0.3/KT):.4f}")
print(f"largest 8x8 to 10x10 change {np.abs(exact10-exact8).max():.5f}")
print(f"largest 4x4 to 8x8 change {np.abs(exact8-exact4).max():.5f}")
print(f"site spacing {SPACING*1e9:.2f} nm")
print(f"shortest filling time at 1e-9 Torr {fill_time:.1f} s")
print("all assertions hold")
```

Output:

```
temperature 700 K, kT 0.06032 eV
binding -1.2 eV, V1 0.3 eV, V2 0.1 eV
site vibration quanta 50 meV (three)
thermal vibrational free energy -0.1038 eV
site free energy f -1.3038 eV
O2 bond 0.121 nm, quantum 0.196 eV
O2 rotational constant 0.1785 meV
gas formula minus level sums 2.4e-05 eV
mu at 1 Torr -0.9293 eV
mu at half coverage -0.5038 eV
4x4 states 65536, (N,n1,n2) classes 251
3x3 stationarity error 1.0e-17
3x3 coverage at 1e-3 Torr: correct 0.2272
3x3 coverage, factor omitted: 0.1829
transfer minus enumeration, 4x4: 5.6e-17
low-pressure order in p 0.4996
p/Torr   mu/eV    exact4x4  MC4x4   std.error
  1e-09  -1.5543   0.01396   0.01406  0.00014
  1e-07  -1.4154   0.07509   0.07446  0.00018
  1e-05  -1.2766   0.17488   0.17495  0.00021
  1e-03  -1.1377   0.24049   0.24059  0.00014
  1e-01  -0.9988   0.28456   0.28462  0.00020
  1e+01  -0.8599   0.38395   0.38388  0.00028
  1e+02  -0.7904   0.44020   0.44077  0.00027
p/Torr  exact8x8  MC8x8  std.error exact10x10 meanfield
  1e-09  0.01395  0.01392  0.00009  0.01395  0.01146
  1e-07  0.07445  0.07431  0.00013  0.07445  0.04522
  1e-05  0.16505  0.16489  0.00012  0.16475  0.09991
  1e-03  0.23339  0.23332  0.00011  0.23299  0.16498
  1e-01  0.29459  0.29474  0.00011  0.29520  0.23513
  1e+01  0.37635  0.37626  0.00024  0.37497  0.30798
  1e+02  0.43452  0.43457  0.00033  0.43282  0.34503
replicas per pressure 120
burn-in, measured sweeps: 4x4 (200, 600), 8x8 (300, 400)
largest coverage deviation 3.45 std. errors
largest start dependence 2.56 std. errors
largest variance deviation 1.43 std. errors
8x8 inefficiency 1.2 to 6.9 sweeps
8x8, 100 Torr, empty start, mean of sweeps 21-40:
  with exchange 0.4331 +- 0.0010
  flips only    0.4252 +- 0.0013
4x4, 1e-3 Torr: Var(N)/M 0.0173
  d(coverage)/d(ln p) 0.0086
  nearest pair / coverage^2 0.0350
  diagonal pair / coverage^2 0.3360
8x8 quarter coverage at 3.777e-03 Torr
rough oxide limit -1.3 eV: 4.60e-06 Torr, cov. 0.151
rough oxide limit -1.2 eV: 1.27e-04 Torr, cov. 0.206
rough oxide limit -1.1 eV: 3.49e-03 Torr, cov. 0.249
0.1 eV binding error: pressure factor 27.5
third neighbour 0.02 eV: max shift -0.0548 at 1e+02 Torr
bridge/hollow ratio, 0.3 eV higher: 0.0138
largest 8x8 to 10x10 change 0.00170
largest 4x4 to 8x8 change 0.01003
site spacing 0.28 nm
shortest filling time at 1e-9 Torr 37.9 s
all assertions hold
```
